# Importance-Sampled Propagation and the Mixed Energy in Constrained Path Monte Carlo

When a constrained path calculation gives an energy that differs from a reference, one must decide what to improve: the time step, the number of walkers or the trial state. The decision depends on knowing what the random walk reproduces on average. The walk draws auxiliary fields from ratios of overlaps with a trial state, forbids moves that would turn the overlap negative, and reports a weighted average of local energies. The sampling rule and the energy estimator follow from one representation of the many-electron state, the constraint is an approximation added to it, and each source of error enters at an identifiable place.

Take the lattice Hamiltonian

$$
H=K+V,\qquad K=\sum_{\sigma}\sum_{ij}k_{ij}\,c^\dagger_{i\sigma}c_{j\sigma},\qquad V=U\sum_i n_{i\uparrow}n_{i\downarrow},
$$

with $k$ real and symmetric, $U>0$ and $\hbar=1$. The numbers of up and down electrons are fixed. Repeated application of $e^{-\tau H}$ to a state that overlaps the ground state $\Psi_0$ damps every excited component relative to $\Psi_0$. For a short step $\tau$ this operator is replaced by

$$
S(\tau)=e^{-\tau K/2}e^{-\tau V}e^{-\tau K/2}.
$$

Since $S(\tau)S(-\tau)=1$, the logarithm of $S$ is odd in $\tau$, so that $S(\tau)=e^{-\tau(H+\tau^2C+\dots)}$ with some operator $C$. For a nondegenerate ground state, the state reached by long projection therefore has an error of order $\tau^2$.

The factor $e^{-\tau V}$ contains products of densities. On each site it is written as a sum over a field $x=\pm1$:

$$
e^{-\tau Un_\uparrow n_\downarrow}=\frac12\sum_{x=\pm1}e^{-\tau U(n_\uparrow+n_\downarrow)/2+\gamma x(n_\uparrow-n_\downarrow)},\qquad \cosh\gamma=e^{\tau U/2}.
$$

To verify this, insert the four occupations. An empty site gives 1 on both sides. A singly occupied site gives $e^{-\tau U/2}\cosh\gamma=1$ on the right. On a doubly occupied site the field term cancels and $e^{-\tau U}$ remains. Each field value has probability $p(x)=\tfrac12$ and multiplies the amplitude of an electron of spin $\sigma$ on that site by

$$
b_\sigma(x)=e^{-\tau U/2+s_\sigma\gamma x}=\frac{e^{s_\sigma\gamma x}}{\cosh\gamma}=1+s_\sigma x\,\theta,\qquad \theta=\tanh\gamma,
$$

where $s_\uparrow=1$ and $s_\downarrow=-1$. From $\tanh^2\gamma=1-1/\cosh^2\gamma$ it follows that $\theta^2=1-e^{-\tau U}$.

All factors are now exponentials of one-body operators. For $\hat A=\sum_{ij}A_{ij}c_i^\dagger c_j$ one has $[\hat A,c_j^\dagger]=\sum_i c_i^\dagger A_{ij}$, hence $e^{\hat A}c_j^\dagger e^{-\hat A}=\sum_i c_i^\dagger(e^A)_{ij}$. Because $e^{\hat A}$ leaves the vacuum unchanged, it turns a determinant with orbital matrix $\Phi$ (sites by orbitals) into the determinant with matrix $e^A\Phi$. A walker is such a determinant $|\phi\rangle$, with one matrix $\Phi_\sigma$ per spin.

Let the trial state $\Psi_T$ be a determinant with real orthonormal orbitals $T_\sigma$. Its overlap with a walker is

$$
O(\phi)=\langle\Psi_T|\phi\rangle=\prod_\sigma\det S_\sigma,\qquad S_\sigma=T_\sigma^{\mathsf T}\Phi_\sigma ,
$$

because moving the trial annihilators through the walker creators leaves a signed sum over all pairings, and each pair contributes one element of $S_\sigma$.

A field on site $i$ changes one row of each orbital matrix. Let $t_i$ and $f_i$ be the $i$-th rows of $T$ and $\Phi$, written as columns. For one spin, $S'=S+(b-1)\,t_if_i^{\mathsf T}$. Write $S'=S(1+uv^{\mathsf T})$ with $u=(b-1)S^{-1}t_i$ and $v=f_i$. The matrix $1+uv^{\mathsf T}$ leaves every vector orthogonal to $v$ unchanged and multiplies $u$ by $1+v^{\mathsf T}u$, so its determinant is $1+v^{\mathsf T}u$. Therefore

$$
\det S'=\det S\,\left[1+(b-1)f_i^{\mathsf T}S^{-1}t_i\right].
$$

The number $f_i^{\mathsf T}S^{-1}t_i$ is the diagonal element $G_{ii}$ of $G=\Phi S^{-1}T^{\mathsf T}$. With both spins, the ratio of new to old overlap is

$$
r(x)=\frac{O(\phi_x)}{O(\phi)}=(1+x\theta G_{ii\uparrow})(1-x\theta G_{ii\downarrow}).
$$

Now let a population of walkers with weights $w_k\ge0$ represent the state

$$
|\Psi\rangle=\sum_k w_k\frac{|\phi_k\rangle}{O(\phi_k)} .
$$

Dividing by the overlap makes $w_k$ the contribution of walker $k$ to $\langle\Psi_T|\Psi\rangle$. It also removes any dependence on how the orbitals are scaled or mixed: replacing $\Phi$ by $\Phi R$ multiplies both $|\phi\rangle$ and $O(\phi)$ by $\det R$. Orbitals can therefore be re-orthonormalized without touching the weight, and the sign of an overlap matters through ratios between successive steps.

The field is drawn as follows. Form

$$
\tilde p(x)=p(x)\max[r(x),0],\qquad N=\sum_x\tilde p(x),
$$

choose $x$ with probability $\tilde p(x)/N$, and replace $w$ by $wN$. If $N=0$, the walker is removed. The average contribution of the new walker to the represented state is

$$
\sum_{x:\,r(x)>0}\frac{\tilde p(x)}{N}\,\frac{wN}{O(\phi_x)}|\phi_x\rangle
=\sum_{x:\,r(x)>0}p(x)\frac{O(\phi_x)}{O(\phi)}\frac{w}{O(\phi_x)}|\phi_x\rangle
=\frac{w}{O(\phi)}\sum_{x:\,r(x)>0}p(x)|\phi_x\rangle .
$$

The normalization $N$ cancels between probability and weight, and the new overlap cancels between $\tilde p$ and the representation. What remains is the original sum over fields, restricted to those that keep the ratio positive.

A full step visits the sites in turn, between two kinetic half-steps. A half-step has a single outcome, so its rule is to multiply $w$ by its own ratio $r$, or to remove the walker if $r\le0$. Number the operations $1,\dots,L$ and let $O_l$ be the overlap after operation $l$. For an allowed path, probability times weight is

$$
\left(\prod_{l}\frac{\tilde p_l}{N_l}\right)w\prod_l N_l
=w\prod_l p_l\frac{O_l}{O_{l-1}}
=w\left(\prod_l p_l\right)\frac{O_L}{O_0},
$$

with $p_l=1$ for the half-steps. Dividing by $O_L$, as the representation requires, leaves $w/O_0$ times the plain path probability. The average new population is thus

$$
\overline{|\Psi'\rangle}=\sum_k\frac{w_k}{O(\phi_k)}\sum_{\text{allowed paths}}\left(\prod_l p_l\right)B_L\cdots B_1|\phi_k\rangle ,
$$

where $B_l$ are the one-body factors. If no path is forbidden, the inner sum is $S(\tau)|\phi_k\rangle$. With the constraint, a path is dropped as soon as any intermediate overlap changes sign, even if a later field would have restored it.

The benefit of drawing from overlap ratios shows in the weights. If both ratios at a site are positive,

$$
N=\tfrac12[r(1)+r(-1)]=1-\theta^2G_{ii\uparrow}G_{ii\downarrow}=1-(1-e^{-\tau U})G_{ii\uparrow}G_{ii\downarrow},
$$

because the terms linear in $x$ cancel. This factor is the same whichever field is drawn. Had the fields been drawn uniformly, the weight would have been multiplied by

$$
r(x)=1+x\theta(G_{ii\uparrow}-G_{ii\downarrow})-\theta^2G_{ii\uparrow}G_{ii\downarrow},
$$

which fluctuates at order $\theta\approx\sqrt{\tau U}$ for small $\tau U$ whenever $G_{ii\uparrow}-G_{ii\downarrow}$ is of order one; where the two spin densities are equal, the linear term vanishes. With importance sampling, fluctuations within the step enter through the dependence of $G$ on fields drawn earlier. That dependence is of order $\theta$. It is multiplied by $\theta^2$ in $N$, and by $\tau\approx\theta^2/U$ in the ratio of the closing half-step, which to first order in $\tau$ is one minus $\tau/2$ times the mixed average of $K$. The noise is therefore of order $\theta^3$, provided the walker is far enough from the node $O=0$ for $G$ to stay of order one.

The reason for the constraint is clearest when $\Psi_T=\Psi_0$. If a walker has $O(\phi)=0$, then

$$
\langle\Psi_0|e^{-\beta H}|\phi\rangle=e^{-\beta E_0}\langle\Psi_0|\phi\rangle=0
$$

for every later time $\beta$. The signed overlaps of its descendants average to zero: they add noise to the sum of weights and no signal. Removing the walker at the node then loses nothing from the ground-state component. Three approximations separate this argument from practice. The trial state is not $\Psi_0$, so paths leaving its node can have a nonzero net contribution. The walk applies $S(\tau)$ instead of $e^{-\tau H}$, and $\Psi_0$ is not an exact eigenstate of $S(\tau)$, so a zero overlap with it need not stay exactly zero. And at finite $\tau$ a walker jumps over the node instead of landing on it, so a removed walker has a finite negative overlap.

The energy follows from the same representation. Define the mixed energy

$$
E_{\rm mix}=\frac{\langle\Psi_T|H|\Psi\rangle}{\langle\Psi_T|\Psi\rangle}.
$$

The denominator is $\sum_kw_kO(\phi_k)/O(\phi_k)=\sum_kw_k$. The numerator is $\sum_kw_k\langle\Psi_T|H|\phi_k\rangle/O(\phi_k)$. Therefore

$$
E_{\rm mix}=\frac{\sum_kw_kE_L(\phi_k)}{\sum_kw_k},\qquad E_L(\phi)=\frac{\langle\Psi_T|H|\phi\rangle}{\langle\Psi_T|\phi\rangle}.
$$

To evaluate $E_L$, apply $e^{\epsilon c_i^\dagger c_j}$ to the walker. To first order in $\epsilon$, $S$ changes by $\epsilon\,t_if_j^{\mathsf T}$ and the overlap is multiplied by $1+\epsilon f_j^{\mathsf T}S^{-1}t_i=1+\epsilon G_{ji}$. Hence the mixed average of $c_i^\dagger c_j$ is $G_{ji}$. Both states are products of an up and a down determinant, so the average of $n_{i\uparrow}n_{i\downarrow}$ factorizes:

$$
E_L=\sum_\sigma\mathrm{tr}(kG_\sigma)+U\sum_iG_{ii\uparrow}G_{ii\downarrow}.
$$

If $\Psi$ is the ground state, $H$ acting to the right gives $E_{\rm mix}=E_0$ for any $\Psi_T$ with nonzero overlap. If instead $\Psi_T$ is the ground state, $H$ acting to the left gives $E_L=E_0$ for every walker. In between, the constrained state $\Psi$ differs from $\Psi_0$, and $E_{\rm mix}$ has different states on its two sides. The variational principle does not apply to it, so a constrained path energy is not guaranteed to be an upper bound to $E_0$.

In a finite population, the sums in numerator and denominator are estimated separately and then divided. For $M$ independent walkers, expanding the quotient about the two means leaves a bias built from their variance and covariance, which is of order $1/M$. Population control adds a bias of a similar kind. It copies walkers in proportion to their weights and then makes the weights equal, which preserves the represented state on average up to a factor, but that factor is the fluctuating total weight.

As an example, take a model cluster of six sites: two triangles joined by three rungs, with two up and two down electrons. The elements $k_{ij}$ are $-1$ eV within the triangles and $-0.5$ eV on the rungs, $U=8$ eV and $\tau=0.05$ eV$^{-1}$. The trial state fills the one-electron levels at $-2.5$ and $-1.5$ eV with both spins; the next level lies at $0.5$ eV. The many-electron space has 225 states, and its diagonalization gives $E_0=-5.5171$ eV. Since the trial orbitals are eigenvectors of $k$, a kinetic half-step multiplies every overlap by $e^{-\tau E_K/2}$ with $E_K=2(-2.5-1.5)=-8$ eV. This factor is positive, so here only field draws can violate the constraint.

Consider first a walker well away from the node, for which all 64 field strings of one step are allowed. Its importance-sampled average agrees with $S(\tau)$ acting in the many-electron space to rounding error. The standard deviation of the weight after one step, divided by its mean, is 27% for uniform fields and 1.0% for fields drawn from overlap ratios. These figures belong to this walker; the size of the gain varies from one walker to another.

Next take a walker close to the node. Its second up orbital contains the corresponding trial orbital with amplitude 0.05, the rest being an unoccupied orbital, while its down electrons are those of the trial state. After the first half-step, the first site has $G_\uparrow=4.812$ and $G_\downarrow=0.333$. The large value arises because $S_\uparrow^{-1}$ contains the inverse of the small overlap. With $\theta=0.5742$,

$$
r(1)=(1+0.5742\times4.812)(1-0.5742\times0.333)=3.763\times0.809=3.04,
$$

$$
r(-1)=(1-0.5742\times4.812)(1+0.5742\times0.333)=-1.763\times1.191=-2.10 .
$$

The field $x=-1$ is forbidden, $x=+1$ is chosen with certainty, and the weight is multiplied by $N=3.04/2=1.52$. Keeping both signed terms would have given $(3.04-2.10)/2=0.47$.

The first draw removes 32 of the 64 strings, and later draws remove 8 more, leaving 24. Over the full step the overlap grows by a factor 2.499 with the constraint and 1.182 without it, so the discarded strings would have contributed $1.182-2.499=-1.317$. The mixed energy after the step is $-5.235$ eV with the constraint and $-3.801$ eV without it. The weighted average of local energies gives the constrained value, $-5.235$ eV, as the derivation requires: the estimator is faithful to the constrained state, whether or not that state is a good one. The constrained value happens to lie nearer to $E_0$, but this is a property of a single step from one chosen walker and does not show that the constraint improves energies.

A full run with 400 walkers started from the trial state gives, from 2000 measured steps,

$$
E_{\rm CP}=-5.486\pm0.002\ \text{eV}=-0.2016\ \text{hartree},
$$

against $E_0=-0.2027$ hartree. The uncertainty is one standard error, estimated from 20 blocks. The energy lies 0.031 eV above $E_0$. To find the cause, compare it with the mixed energy of the dominant eigenstate of $S(\tau)$, computed without walkers or constraint: $-5.485$ eV. The run differs from this value by $-0.0009\pm0.0017$ eV. The deviation from $E_0$ is therefore accounted for by the time step within the statistical error, and no bias from the constraint or the population size is resolved.

The direct remedy in this case is a smaller $\tau$. A trial state close enough to $\Psi_0$ would reduce the same error: $E_{\rm mix}-E_0=\langle\Psi_T|(H-E_0)|\Psi\rangle/\langle\Psi_T|\Psi\rangle$, and since $H-E_0$ annihilates $\Psi_0$ on either side, the numerator involves only the excited components of both $\Psi_T$ and $\Psi$. Its size is at most the norm of the excited component of $\Psi_T$ times $\|(H-E_0)\Psi\|$, so the error vanishes as $\Psi_T\to\Psi_0$. Between two imperfect trial states it also depends on the direction of that component, so a larger overlap with $\Psi_0$ or a lower energy expectation does not by itself guarantee a smaller error. A single determinant cannot come arbitrarily close to a correlated ground state, so approaching $\Psi_0$ in this way requires a combination of several determinants. A small error alone does not show that the trial state is close to $\Psi_0$, because the numerator can also vanish by cancellation. Such a reduction of the time-step error would come from the estimator, not from the constraint. The constraint changes with the trial state as well, so its bias has to be judged separately. As for the step itself, the deviation from $E_0$ of the mixed energy of the dominant eigenstate of $S$ falls by a factor 3.99 when the step is halved from $\tau/2$ to $\tau/4$, consistent with second order in the step.

The run is a mild trial of the constraint, however. A forbidden field value occurred in about 10 of every million draws, or some 47 times among the $400\times2000\times6=4.8$ million draws of the measured steps. The absence of a resolved constraint bias here cannot be carried over to systems where walkers reach the node often. In the final population 52% of the walkers had local energies below $E_0$, so a single local energy is no upper bound. The numerical check checks the averaged step, the constrained sum and the energy formula against independent calculations in the many-electron space.

## Computed results

```
hopping in triangles, on rungs: 1.0, 0.5 eV
repulsion U: 8.0 eV; time step tau: 0.050 1/eV
field coupling gamma: 0.65373
b for x=+1 (up, down): 1.57418, 0.42582
one-electron levels: -2.500 -1.500 0.500 0.500 1.500 1.500 eV
many-electron states: 225
exact ground energy: -5.51706 eV
gap to next state: 1.30554 eV
trial energy expectation: -2.66667 eV
overlap of trial and ground state: 0.87320
mixed energy of split propagator, no constraint: -5.48494 eV
Trotter error ratio, tau/2 over tau/4: 3.993
-- regular walker
local energy: -2.66667 eV
allowed field strings: 64 of 64
largest amplitude error of averaged step: 8.9e-16
mean weight after one step: 1.181958
relative weight spread, uniform fields: 0.26622
relative weight spread, overlap-ratio fields: 0.01027
-- walker near the node, first field draw (site 0)
orbital overlap parameter: 0.05
G_up, G_down: 4.81186, 0.33333
overlap ratio x=+1, x=-1: 3.04268, -2.10026
weight factor N: 1.52134
probability of x=+1: 1.00000
-- walker near the node, full step
surviving field strings: 24 of 64
overlap growth without constraint: 1.18196
overlap growth with constraint: 2.49864
sampled growth: 2.49395 +- 0.00369 (20000 copies)
mixed energy without constraint: -3.80050 eV
mixed energy with constraint: -5.23462 eV
weighted average of local energies: -5.23462 eV
sampled weighted average: -5.23885 eV
-- constrained run
walkers: 400; equilibration, measured steps: 200, 2000
blocks for the error bar: 20; comb every 5 steps
constrained path energy: -5.48588 +- 0.00174 eV
constrained path energy: -0.201602 hartree
exact ground energy: -0.202748 hartree
difference from exact energy: 0.03118 eV
difference from split-propagator energy: -0.00094 eV
draws with a forbidden field: 9.79 per million
final walkers with local energy below exact: 51.7 %
```
